# When tension and gravity stiffen a floating wrinkled sheet equally

## Problem

A thin elastic sheet floats on deep, still water. It is pulled along \(x\) by a uniform tension \(T=72\) mN/m and pushed together along \(y\) by a small uniform compression \(P\), also a force per length. The ends \(x=0\) and \(x=L\) are held at water level but can slip sideways and are free to tilt. When \(P\) reaches a threshold, wrinkles appear with crests running along \(x\).

Both the tension and the weight of the water resist the wrinkles, each like an elastic foundation. At what wrinkle length \(L\) are the two foundation stiffnesses equal? Use a water density \(\rho=997\) kg/m³ and \(g=9.80665\) m/s².

Then take a 100 nm film with Young modulus \(E=3\) GPa and Poisson ratio \(\nu=0.35\). Find the lateral wavelength and the threshold compression at that length.

**Conventions.** The length \(L\) is the full distance between the held ends, measured along the crests. The wavelength \(\lambda=2\pi/q\) is measured across them. A foundation stiffness \(K\) is a restoring pressure per unit height, so its energy per area is \(K\zeta^2/2\) for a height \(\zeta\). Both \(T\) and \(P\) are net loads, including the surface tensions of the two faces of the sheet.

## Hints

1. Find the energy needed to raise or lower the water surface by \(\zeta\).
2. A crest that rises and falls between fixed levels is longer than its straight projection. The excess length does work against \(T\).
3. Expand the height in sine waves that vanish at both ends. Which one becomes unstable first?
4. For the wavelength, minimize the threshold load with respect to \(q\) at fixed \(L\).

## Full solution

### Gravity

Raising the surface by \(\zeta>0\) adds a water column of weight \(\rho g\zeta\) per area, whose centre lies at height \(\zeta/2\). Lowering it by \(|\zeta|\) removes a column whose centre lay at depth \(|\zeta|/2\). In both cases the energy per area is

\[
u_g=(\rho g\zeta)\frac{\zeta}{2}=\frac12\rho g\zeta^2,
\qquad K_g=\rho g .
\]

The wrinkles have zero mean height along \(y\), so the volume of water is conserved. For the same reason the sheet's own weight, whose energy is linear in \(\zeta\), averages to zero.

### Tension

An element \(dx\) of the sheet with slope \(\zeta_x=\partial\zeta/\partial x\) has length \(\sqrt{1+\zeta_x^2}\,dx\). For small slopes the work against the tension, per area, is

\[
u_T=T\left(\sqrt{1+\zeta_x^2}-1\right)\approx\frac12T\zeta_x^2 .
\]

This becomes a foundation stiffness once the shape along \(x\) is known.

### The shape at threshold

Bending costs \(\tfrac12B(\nabla^2\zeta)^2\) per area, with bending modulus \(B\). The remaining Gaussian-curvature term of plate theory integrates to zero here, because the height vanishes along the straight ends and is periodic in \(y\). The compression does work when the sheet shortens along \(y\), which contributes \(-\tfrac12P\zeta_y^2\). The total energy per area is therefore

\[
u=\frac12\left[B(\nabla^2\zeta)^2+T\zeta_x^2-P\zeta_y^2+\rho g\zeta^2\right].
\]

Any height that vanishes at both ends is a sum of modes

\[
\zeta=a\sin(\kappa x)\cos(qy),\qquad \kappa=\frac{n\pi}{L},\quad n=1,2,\dots,
\]

up to shifts along \(y\). The modes are orthogonal, so their energies add without cross terms and each can be examined alone.

For one mode, \(\nabla^2\zeta=-(\kappa^2+q^2)\zeta\). The averages of \(\sin^2\) and \(\cos^2\) are each \(1/2\), so

\[
\langle\zeta^2\rangle=\frac{a^2}{4},\qquad
\langle\zeta_x^2\rangle=\frac{\kappa^2a^2}{4},\qquad
\langle\zeta_y^2\rangle=\frac{q^2a^2}{4}.
\]

The mean energy is

\[
\langle u\rangle=\frac{a^2}{8}\left[B(q^2+\kappa^2)^2+T\kappa^2+\rho g-Pq^2\right].
\]

The tension enters beside \(\rho g\) as a stiffness \(K_T=T\kappa^2\). The flat state loses stability to this mode when the bracket reaches zero:

\[
P=\frac{B(q^2+\kappa^2)^2+T\kappa^2+\rho g}{q^2}.
\]

At every \(q\) this load increases with \(\kappa\). The first mode to appear therefore has \(n=1\), a single half-wave between the ends, and

\[
K_T=T\left(\frac{\pi}{L}\right)^2 .
\]

### The equality length

Setting \(K_T=K_g\) and solving for the positive length gives

\[
\frac{T\pi^2}{L^2}=\rho g
\quad\Longrightarrow\quad
L^2=\pi^2\frac{T}{\rho g}
\quad\Longrightarrow\quad
L_*=\pi\sqrt{\frac{T}{\rho g}} .
\]

The gravitational stiffness is

\[
K_g=997\times9.80665\ \text{Pa/m}=9.777\ \text{kPa/m}.
\]

With \(T=0.0720\) N/m,

\[
\sqrt{\frac{T}{\rho g}}=\sqrt{\frac{0.0720}{9777}}\ \text{m}=2.714\ \text{mm},
\qquad
L_*=\pi\times2.714\ \text{mm}=8.53\ \text{mm},
\]

or 0.853 cm. The factor \(\pi\) comes from the half-wave. The scaling estimate \(K_T\sim T/L^2\) drops it and would give 2.7 mm.

Neither \(B\) nor the film thickness enters \(L_*\), since the comparison is between two stiffnesses that do not involve bending. Bending sets the lateral wavelength.

### Wavelength and threshold load

Write \(K=K_T+K_g\) and expand the square in the threshold load:

\[
P=Bq^2+2B\kappa^2+\frac{B\kappa^4+K}{q^2}.
\]

At fixed \(L\), differentiate with respect to \(q^2\):

\[
\frac{dP}{d(q^2)}=B-\frac{B\kappa^4+K}{q^4}=0
\quad\Longrightarrow\quad
q^4=\kappa^4+\frac{K}{B}.
\]

This is a minimum, because \(P\) grows without limit both for small and for large \(q\). There the last term of \(P\) equals \(Bq^2\), so

\[
P_c=2B\kappa^2+2Bq^2 .
\]

When \(\kappa^4\ll K/B\), these reduce to

\[
\lambda\approx2\pi\left(\frac BK\right)^{1/4},\qquad
P_c\approx2\sqrt{BK}.
\]

For the film of thickness \(t\),

\[
B=\frac{Et^3}{12(1-\nu^2)}
=\frac{(3\times10^9)(10^{-7})^3}{12(1-0.35^2)}\ \text{J}
=2.85\times10^{-13}\ \text{J}.
\]

At \(L_*\) the two equal stiffnesses add to \(K=2\rho g=19.55\) kPa/m. Then \(K/B=6.9\times10^{16}\) m⁻⁴, while \(\kappa^4=1.8\times10^{10}\) m⁻⁴, so the short formulas apply:

\[
\lambda=0.388\ \text{mm},\qquad P_c=0.149\ \text{mN/m}.
\]

About 22 lateral wavelengths would fit into a distance \(L_*\): the wrinkles are long and narrow.

As a test, the plate operator was discretized at this \(L\) with 240 interior points and no assumed shape along \(x\). Its lowest mode gave the same wavelength and load to the digits shown, and a ratio of tension energy to gravitational energy of 0.99999. The values are in the numerical output.

### Comparison with a real film

The film parameters are rough values for glassy polystyrene, and films of about this thickness can be floated on water. The chosen tension is close to the surface tension of clean water at room temperature. If the water surface supplies the tension, warming it by 10 K lowers \(T\) by roughly 1.5 mN/m and shortens \(L_*\) by about 1%, with the density held fixed.

Several other effects on \(L_*\) are smaller:

- Subtracting the density of air from that of water lengthens \(L_*\) by 0.06%.
- The cross term \(2Bq^2\kappa^2\) in the bending energy acts like an extra tension \(2Bq^2\), which is 0.2% of \(T\). It is included in the threshold load but not in \(K_T\); counting it there would lengthen \(L_*\) by 0.1%.
- If the ends also hold the slope at zero, the profile is no longer a sine. The length at which the tension energy equals the gravitational energy then grows by 2.0 µm for this film, which is one width \(\sqrt{B/(T+2Bq^2)}\) of the bending layer that forms at each end. If the bending energy of these layers is counted together with the tension energy, the shift is two widths, 4.0 µm.

Two assumptions are much more delicate. The first is sideways slip at the ends. If the ends prevented lateral contraction and \(T\) were carried wholly by elastic stress, Hooke's law with zero lateral strain would give a lateral tension \(\nu T=25.2\) mN/m there. That is 169 times \(P_c\), so the compression could not be uniform along the wrinkles, as the present solution assumes, and both the threshold and the shape would change.

The second is closeness to threshold. The threshold load adds a lateral strain of only \(P_c/(Et)=5\times10^{-7}\) to the sideways contraction that \(T\) already causes. Even a further compression of 0.1% therefore lies far beyond threshold. For such developed wrinkles the sine profile no longer holds. The second variation shows that \(L_*\) is then only a lower bound: the equality length depends on the shape of the wrinkles and can be many times longer.

## Variation 1: shorter and longer wrinkles

**Question.** Keep \(T\), \(\rho\) and the film fixed. What happens at \(L_*/2\) and at \(2L_*\)?

**Solution.** Since \(K_T\propto L^{-2}\) and \(K_g\) is constant,

\[
\frac{K_T}{K_g}=\left(\frac{L_*}{L}\right)^2 .
\]

The ratio is 4 at half the length and \(1/4\) at twice the length. Direct integration of the excess arc length and of the lifted water columns for an imposed sine profile with a crest height of 10 µm gives 4.000 and 0.250. This checks the small-slope energies only: a real wrinkle of that height would lie far beyond threshold.

The total stiffness is \(K=\rho g[1+(L_*/L)^2]\), so the wavelength is

\[
\lambda\approx\lambda_g\left[1+\left(\frac{L_*}{L}\right)^2\right]^{-1/4},
\qquad
\lambda_g=2\pi\left(\frac{B}{\rho g}\right)^{1/4}=0.462\ \text{mm}.
\]

This gives \(0.462\times5^{-1/4}=0.309\) mm at \(L_*/2\) and \(0.462\times1.25^{-1/4}=0.437\) mm at \(2L_*\). The change of regime is gradual.

For \(L\gg L_*\) the wavelength tends to \(\lambda_g\) and no longer depends on \(L\). For \(L\ll L_*\) gravity drops out, and \(K\approx T\pi^2/L^2\) gives

\[
\lambda\approx2\pi\left(\frac{BL^2}{\pi^2T}\right)^{1/4}
=2\sqrt{\pi}\left(\frac BT\right)^{1/4}L^{1/2}.
\]

This second limit also requires \(B\kappa^4\ll T\kappa^2\), that is, \(L\gg\pi\sqrt{B/T}\), which is about 6 µm for this film.

## Variation 2: a blunter amplitude profile

**Question.** Suppose the wrinkles have the form \(\zeta=A(x)\cos(qy)\) with fixed \(q\), where \(A\) vanishes at the ends but is not a sine. How does the equality length change?

**Solution.** Comparing the mean energies \(\tfrac12T\zeta_x^2\) and \(\tfrac12K_T\zeta^2\) defines

\[
K_T=T\,\frac{\int_0^L A'^2\,dx}{\int_0^L A^2\,dx}\equiv\frac{cT}{L^2},
\qquad
L_{\rm eq}=\sqrt c\,\sqrt{\frac{T}{\rho g}} .
\]

Insert \(A=\sum_n a_n\sin(n\pi x/L)\). By orthogonality,

\[
c=\frac{\sum_n n^2\pi^2a_n^2}{\sum_n a_n^2}\ge\pi^2 ,
\]

with equality for the single half-wave. Among profiles held at zero height at both ends, the sine thus gives the shortest equality length.

For the parabola \(A=x(L-x)\), the integrals are \(\int A'^2dx=L^3/3\) and \(\int A^2dx=L^5/30\). Hence \(c=10\) and \(L_{\rm eq}=8.58\) mm, less than 1% above \(L_*\).

A developed wrinkle may be blunter. The fraction of width it absorbs is \(\langle\zeta_y^2\rangle/2=q^2A^2/4\), averaged over \(y\). If this must be the same at every \(x\) and \(q\) is fixed, \(A\) must be constant away from the ends. Model this by a plateau of unit height with a linear ramp of length \(fL\) at each end:

\[
\int_0^L A'^2dx=2fL\,\frac{1}{(fL)^2}=\frac{2}{fL},
\qquad
\int_0^L A^2dx=(1-2f)L+\frac{2fL}{3}=\left(1-\frac{4f}{3}\right)L ,
\]

\[
c=\frac{2}{f\,(1-4f/3)} .
\]

For \(f=1/4\) this gives \(c=12\) and \(L_{\rm eq}=9.40\) mm, about 10% above \(L_*\). For \(f=0.1\) it gives \(c=23.1\) and \(L_{\rm eq}\approx13\) mm. Shortening the ramps from \(f=1/4\) to \(f=0.1\) at fixed \(L\) and plateau height multiplies the tension energy by 2.5 but the gravitational energy by only 1.3, so tension remains important up to a greater length. The ramp length is an input here, and the two sample values are mild, since \(c\approx2/f\) grows without limit as the ramps shorten. A rough estimate at fixed \(q\) balances \(TA''\) against the unrelaxed compression near an end, \(Et\Delta\,q^2A\), where \(\Delta\) is the imposed lateral strain. It gives a ramp of order \(\sqrt{T/(Et\Delta)}/q\), about 30 µm for \(\Delta=0.1\%\), so \(f\) would be below 0.01 and the equality length many times \(L_*\). A real film can also change its wavelength near the ends, which a fixed \(q\) excludes, so a reliable value requires a calculation beyond threshold.

## Numbers as computed

```
longitudinal tension: 72.0 mN/m
water density (rough): 997 kg/m^3
gravitational acceleration: 9.80665 m/s^2
film thickness: 100 nm
Young modulus (rough): 3.0 GPa
Poisson ratio (rough): 0.35
gravity stiffness: 9.777 kPa/m
tension stiffness at L_equal: 9.777 kPa/m
total stiffness at L_equal: 19.554 kPa/m
sqrt(T/(rho g)): 2.714 mm
L_equal, formula: 8.525 mm
L_equal, formula: 0.8525 cm
L_equal, integrated energies: 8.525 mm
tension/gravity ratio at L_equal/2: 4.000
tension/gravity ratio at 2 L_equal: 0.250
tension/gravity ratio, plate mode: 0.99999
bending modulus: 2.849e-13 J
lateral wavelength, formula: 0.3882 mm
lateral wavelength, plate mode: 0.3882 mm
wavelength, gravity only: 0.4616 mm
threshold compression, formula: 0.1494 mN/m
threshold compression, plate mode: 0.1494 mN/m
threshold lateral strain P/(E t): 4.98e-07
equality length, parabola: 8.581 mm
equality length, trapezoid: 9.400 mm
bending layer at ends: 1.987 um
length shift, slope held at ends: 1.986 um
cross bending 2Bq^2 relative to T: 0.207 %
air density (rough): 1.2 kg/m^3
length shift from air density: 0.060 %
longitudinal strain T/(E t): 0.0240 %
surface tension slope (rough): -0.15 mN/m/K
length shift, water 10 K warmer: -1.05 %
lateral tension at non-slip ends: 25.2 mN/m
that tension / threshold load: 169
```
